# The Largest Crystal Mass a Silicon Neck Can Carry

## Question

In Czochralski growth a silicon crystal hangs from its seed by a thin neck. The neck is kept thin so that dislocations from the seed can run out to its surface, yet it must carry the whole crystal.

Use these round values, which are rough and typical of a dislocation-free silicon neck and a large crystal.

- Neck: smallest diameter $d=5.00$ mm, length $L=200$ mm.
- Tensile stress limit $\sigma=200$ MPa, to which a safety factor $S=2.0$ has still to be applied.
- Crystal: diameter 300 mm (radius $R=150$ mm), density $2330$ kg/m³.
- Melt: density $\rho_l=2550$ kg/m³, surface tension $\gamma=0.75$ N/m. At the crystal edge its surface makes an angle $\beta=11^\circ$ with the vertical.
- Solid silicon, treated as isotropic: Young modulus $E=130$ GPa, Poisson ratio $\nu=0.28$, thermal expansion $\alpha=4.0\times10^{-6}$ K⁻¹, thermal conductivity $k_{th}=30$ W/(m K), emissivity 0.6.
- $g=9.80665$ m/s².

**(a)** Derive the largest mass that may hang from the neck at rest, with the load on the neck axis. Explain which diameter counts if the neck is uneven.

**(b)** Evaluate this mass and the length of 300 mm crystal to which it corresponds. What would the mass be if the 200 MPa already contained the safety factor?

**(c)** What neck diameter would 300 kg require? How much capacity does the original neck lose if it is grown 0.25 mm too thin?

**(d)** The line of action of the load misses the neck axis by $e=0.10$ mm. Find the new mass limit, and the offset at which the mass from (b) would use up the safety factor.

**(e)** During growth the crystal also holds up a column of melt. Estimate the extra pull.

**(f)** The top of the neck suddenly starts to move upward at $v=5.0$ mm/s. Find the greatest extra force, taking the mount as rigid.

**(g)** The neck surface, at 1000 K, radiates to cold surroundings. Take the temperature as uniform along the neck, which cools by giving up its own stored heat. Find the axial thermal stress at the surface.

**(h)** Let the effects of (d) to (g) coincide at the mass from (b). What safety factor remains?

**(i)** Suppose that a hot neck can bear a stress limit of 20 MPa only. What mass may it carry with the same $S$, and what does this imply for the growth run?

## Model answers

### (a) The mass limit

Cut the neck at one cross-section and consider everything below the cut: the rest of the neck, the crystal's cone, its body and its tail. Let their total mass be $m$. At rest, the upward force $F$ across the cut balances the weight:

$$F=mg .$$

With the load on the axis, and away from abrupt changes of shape, the stress is uniform over the section. The area is $A=\pi d^2/4$, so

$$\frac{F}{A}=\frac{mg}{\pi d^2/4}=\frac{4mg}{\pi d^2}.$$

The safety factor lowers the permitted stress from $\sigma$ to $\sigma/S$. The condition is therefore

$$\frac{4mg}{\pi d^2}\le\frac{\sigma}{S}.$$

Multiplying by $\pi d^2/(4g)$, which is positive, gives

$$\boxed{m_{\max}=\frac{\pi d^2\sigma}{4Sg}}$$

In an uneven neck nearly the same force crosses every section, because the neck weighs so little: a uniform one has a mass of $9.15$ g. The stress is then largest where the area is smallest, so $d$ is the smallest diameter. For the same reason the neck length does not enter.

### (b) The numbers

The section area is

$$A=\frac{\pi(5.00\ \text{mm})^2}{4}=19.635\ \text{mm}^2 .$$

The working stress is $\sigma/S=100$ MPa. Since 1 MPa equals 1 N/mm², the permitted force is

$$F=19.635\times100=1963.5\ \text{N},$$

and the largest mass is

$$m_{\max}=\frac{1963.5}{9.80665}=200.2\ \text{kg}.$$

Given the rough stress limit, this means about 200 kg; the extra digit serves the comparisons below.

A 300 mm cylinder of silicon has a mass per length of $2330\,\pi(0.150)^2=164.7$ kg/m. The limit thus corresponds to $200.2/164.7=1.216$ m of crystal. The cone and tail use part of this allowance.

If the quoted 200 MPa were already a reduced working stress, the correct choice would be $S=1$, and the mass would be $400.4$ kg. The meaning of "allowable stress" must therefore be settled before the formula is used: here it changes the answer by a factor of two.

### (c) Choosing the diameter

Take the equality in (a), multiply by $4Sg$ and divide by $\pi\sigma$:

$$d^2=\frac{4Smg}{\pi\sigma},\qquad d=\sqrt{\frac{4Smg}{\pi\sigma}} .$$

The positive root applies. For $m=300$ kg this gives $d=6.12$ mm. The mass rises by half, but the diameter by about 22 %, because capacity follows area.

For a neck 0.25 mm too thin, with stress limit and safety factor held fixed,

$$m=200.2\left(\frac{4.75}{5.00}\right)^2=180.7\ \text{kg}.$$

A diameter 5 % below the intended one lowers the capacity by almost 10 %. For small changes, $m\propto d^2$ gives $\delta m/m\approx2\,\delta d/d$.

### (d) A load off the axis

If the load acts along a line displaced by $e$, the section carries the force $F$ and also a bending moment $M=Fe$. In elastic bending plane sections stay plane, so the stress varies linearly with the distance $x$ from the axis, measured towards the load:

$$\sigma_z(x)=\frac{F}{A}+bx .$$

The first term has no moment about the axis, and the second has no net force, by symmetry. The moment fixes $b$:

$$Fe=\int x\,\sigma_z\,dA=b\int x^2dA=bI .$$

For a circle, $\int x^2dA=\int y^2dA$, so each is half of $\int r^2dA$:

$$I=\frac12\int_0^{d/2}r^2\,2\pi r\,dr=\frac{\pi}{4}\left(\frac d2\right)^4=\frac{\pi d^4}{64}.$$

The bending stress is largest at $x=d/2$:

$$b\,\frac d2=\frac{Fe}{\pi d^4/64}\,\frac d2=\frac{32Fe}{\pi d^3}
=\frac{4F}{\pi d^2}\,\frac{8e}{d}=\frac FA\,\frac{8e}{d}.$$

The peak stress is therefore

$$\sigma_{\text{peak}}=\frac FA\left(1+\frac{8e}{d}\right),$$

and the mass limit is divided by the same bracket. Here $1+8(0.10)/5.00=1.160$, so

$$m=\frac{200.2}{1.160}=172.6\ \text{kg}.$$

An offset of one fiftieth of the diameter raises the peak stress by 16 %. As $e\to0$ the result of (a) returns. Here $e$ is the offset at the section considered, with the neck under load. Tension draws a long, thin neck towards the load line, so an offset set at both ends is smaller halfway along.

At the mass from (b), $F/A=\sigma/S$. The peak reaches the full limit when

$$\frac{\sigma}{S}\left(1+\frac{8e}{d}\right)=\sigma
\quad\Rightarrow\quad \frac{8e}{d}=S-1
\quad\Rightarrow\quad e=\frac{d(S-1)}{8}=0.625\ \text{mm}.$$

### (e) The pull of the melt

Let the flat lower face of the crystal be at height $h$ above the distant melt level. The melt pressure there is lower than the gas pressure by $\rho_lgh$. This deficit pulls the face down with the force $\rho_lgh\,\pi R^2$. The melt surface also pulls along the edge, of length $2\pi R$, with vertical component $\gamma\cos\beta$ per unit length. Together,

$$F_m=\rho_lgh\,\pi R^2+2\pi R\gamma\cos\beta .$$

To find $h$, treat the edge as straight, which is reasonable when $R$ is much larger than the height of the meniscus. Consider the melt outside a vertical plane through the edge and balance horizontal forces per unit length of edge. Far away, the flat surface pulls this melt outward with $\gamma$. At the edge, the surface pulls it inward with $\gamma\sin\beta$. Across the plane, the pressure deficit $\rho_lgz$ at height $z$ draws it inward with

$$\int_0^h\rho_lgz\,dz=\frac12\rho_lgh^2 .$$

Hence

$$\gamma=\gamma\sin\beta+\frac12\rho_lgh^2
\quad\Rightarrow\quad h=\sqrt{\frac{2\gamma(1-\sin\beta)}{\rho_lg}}=6.97\ \text{mm}.$$

Numerical integration of the meniscus around the circular edge gives 6.86 mm, so the straight-edge value is 1.6 % too high relative to it. With 6.97 mm the pull is $F_m=13.0$ N, or 0.66 % of the permitted force. It reduces the permitted crystal mass by $13.0/9.80665\approx1.3$ kg. This holds for a flat face. A face bowed parabolically by 10 mm changes the mean height by 5 mm and the pull by about 9 N, so only the order of size carries over to a real interface.

### (f) A sudden start

Treat the neck as a light spring, and neglect the melt that the crystal sets in motion, which in a deep melt adds about $\frac43\rho_lR^3=11.5$ kg to the moving mass and about 3 % to the force, and more when the melt is shallow. A uniform bar under force $F$ stretches by $FL/(EA)$, so its stiffness is

$$k=\frac{EA}{L}=12.76\ \text{N/µm}.$$

Let $y$ be the upward displacement of the crystal from rest and $x=vt-y$ the extra stretch of the neck. The static stretch balances the weight, so the extra force $kx$ alone accelerates the crystal:

$$m\ddot y=kx .$$

Since $vt$ has no second derivative, $\ddot x=-\ddot y$, and so $\ddot x=-(k/m)x$. Initially $x=0$ and $\dot x=v$, because the crystal is still at rest. The solution is

$$x=v\sqrt{\frac mk}\,\sin\!\left(\sqrt{\frac km}\,t\right).$$

The greatest extra force is

$$F_j=kv\sqrt{\frac mk}=v\sqrt{km}=252.8\ \text{N},$$

which is 12.9 % of the permitted force. A cable in series with the neck lowers the total stiffness, and with it this force: a cable of stiffness 0.57 N/µm would bring it down to about 52 N. The rigid mount is therefore the worst case for the stiffness.

For a neck loaded to its limit, $mg=A\sigma/S$. The relative size of the jerk is then

$$\frac{F_j}{mg}=\frac vg\sqrt{\frac km}
=\frac vg\sqrt{\frac{EA}{L}\,\frac{Sg}{A\sigma}}
=v\sqrt{\frac{ES}{L\sigma g}} .$$

The area has cancelled. In this model a thicker neck with a proportionally heavier crystal is no less sensitive to a given sudden speed.

### (g) Thermal stress

The radiated flux, without gas cooling, is $q=0.6\,\sigma_{SB}T^4=34.0$ kW/m² at 1000 K, where $\sigma_{SB}$ is the Stefan–Boltzmann constant. With no temperature variation along the neck, this heat comes from the cooling of the silicon itself. Once the radial profile has settled, all parts of the section cool at nearly the same rate, so each unit of volume gives up the same heat. The heat crossing a cylinder of radius $r$ then grows as its area $r^2$, while its circumference grows as $r$. The radial flux is therefore $qr/a$, with $a=d/2$. Fourier's law gives

$$-k_{th}\frac{dT}{dr}=\frac{qr}{a}
\quad\Rightarrow\quad T(r)=T_c-\frac{qr^2}{2k_{th}a},$$

where $T_c$ is the temperature on the axis. The difference between centre and surface is

$$\Delta T=\frac{qa}{2k_{th}}=\frac{qd}{4k_{th}}=1.42\ \text{K}.$$

For the stress, let $u(r)$ be the radial displacement. The strains are $\varepsilon_r=du/dr$ and $\varepsilon_\theta=u/r$, so $d\varepsilon_\theta/dr=(\varepsilon_r-\varepsilon_\theta)/r$. Hooke's law turns the right side into $(1+\nu)(\sigma_r-\sigma_\theta)/(Er)$. Radial equilibrium reads $d\sigma_r/dr=(\sigma_\theta-\sigma_r)/r$. Combining them,

$$\frac{d}{dr}\left[\varepsilon_\theta+\frac{1+\nu}{E}\sigma_r\right]=0 .$$

Insert $E\varepsilon_\theta=\sigma_\theta-\nu\sigma_r-\nu\sigma_z+E\alpha T$ and write $s=\sigma_r+\sigma_\theta$:

$$s-\nu\sigma_z+E\alpha T=C_1 .$$

Away from the ends all cross-sections are alike and stay plane, so the axial strain is uniform, and Hooke's law for that direction gives

$$\sigma_z-\nu s+E\alpha T=C_2 .$$

Multiply the first equation by $\nu$ and add it to the second. The terms in $s$ cancel:

$$(1-\nu^2)\sigma_z+(1+\nu)E\alpha T=C_2+\nu C_1 .$$

Dividing by $1-\nu^2=(1-\nu)(1+\nu)$ shows that $\sigma_z$ equals a constant minus $E\alpha T/(1-\nu)$. Thermal stress by itself carries no net axial force, which fixes the constant through the mean temperature $\bar T$:

$$\sigma_z(r)=\frac{E\alpha}{1-\nu}\,[\bar T-T(r)] .$$

The mean of $r^2/a^2$ over a circle is $\frac12$, so $\bar T=T_c-\Delta T/2$, while the surface is at $T_c-\Delta T$. Hence

$$\sigma_{th}=\frac{E\alpha\,\Delta T}{2(1-\nu)}=0.51\ \text{MPa}.$$

In this model it is tensile: the cooler surface would shrink, and the warmer core holds it extended. The uniform state is short-lived, since the neck cools at roughly 13 K/s. In steady growth the radiated heat arrives by conduction along the neck and the axial profile is curved. The same $\Delta T$ then gives $-E\alpha\,\Delta T/[2(1+\nu)]=-0.29$ MPa at the surface and $+0.29$ MPa on the axis. The sign thus depends on the model, while the small size does not. The 0.51 MPa is kept below. It is about 0.5 % of the working stress. The neck's thinness helps, since $\Delta T\propto d$ at fixed $q$.

### (h) All effects together

The weight, the melt pull and the jerk are forces. Assume that all three act along the displaced line, so that each is multiplied by 1.160. The thermal stress is added afterwards:

$$\sigma_{\text{tot}}=\frac{(1963.5+13.0+252.8)\ \text{N}}{19.635\ \text{mm}^2}\times1.160+0.51\ \text{MPa}=132.2\ \text{MPa}.$$

If the stress limit is still 200 MPa at the neck's temperature, the remaining safety factor is $200/132.2=1.51$; part (i) treats a lower limit. The neck holds in this model, but a quarter of the original factor has gone, mostly to the offset and the rigid-mount jerk. What remains must cover scatter in strength and the stress concentrations at scratches and at the shoulders of the neck, none of which is included.

### (i) The hot neck

At fixed $d$ and $S$ the mass limit is proportional to the stress limit:

$$m_{\text{hot}}=200.2\times\frac{20}{200}=20.0\ \text{kg},$$

equivalent to $20.0/164.7=0.122$ m of full-diameter crystal. The 20 MPa is an assumed value, but the reason for a lower limit is physical: hot silicon deforms plastically, by the motion of dislocations, at stresses far below those that a cold neck can bear. This needs dislocations that are already present, as near the seed, or that are generated at a flaw. A dislocation-free part of the neck can bear more, so the 20 kg illustrates the effect and is not a measured limit.

The load and the permitted stress both change during growth. As the crystal lengthens, the neck rises away from the melt and cools. The condition from (a) must hold at each stage:

$$m(t)\le\frac{\pi d^2\,\sigma(T(t))}{4Sg},$$

where $T(t)$ is the neck temperature at that time, taken at its most critical section. With the assumed limit, the neck must have cooled enough to bear more than 20 MPa before the suspended mass passes 20 kg; otherwise the intended safety factor is lost. Meeting the 200 kg limit at the end of the run does not show that this earlier condition was met.

### Relation to real growth

Necks a few millimetres thick and 300 mm crystals of a few hundred kilograms are the regime of industrial silicon growth, so the example is of realistic size. The stress limit is uncertain: the strength of brittle silicon depends on surface flaws, and the mass limit changes in direct proportion to it. Real pullers also depart from perfect alignment and from a cold neck. For the values used here, the first departure lowers the limit from 200 to 173 kg, and the second would lower it to 20 kg while the neck stays hot, if the assumed 20 MPa applies. The numerical output lists the values used in these answers.

## Numbers as computed

```
Neck diameter: 5.00 mm
Stress limit before safety factor: 200 MPa
Safety factor: 2.0
Standard gravity: 9.80665 m/s^2
Neck section area: 19.635 mm^2
Working stress: 100.0 MPa
Permitted force: 1963.5 N
LARGEST MASS: 200.2 kg
Crystal diameter: 300 mm
Solid density: 2330 kg/m^3
Crystal mass per length: 164.7 kg/m
Equivalent body length: 1216 mm
Mass if factor is already in the limit: 400.4 kg
Target mass: 300 kg
Neck diameter needed for target: 6.12 mm
Diameter shortfall: 0.25 mm
Mass limit of the thinner neck: 180.7 kg
Neck length: 200 mm
Neck own mass: 9.15 g
Load offset: 0.10 mm
Peak stress ratio from offset: 1.160
Mass limit with offset: 172.6 kg
Offset that uses up the safety factor: 0.625 mm
Melt density: 2550 kg/m^3
Melt surface tension: 0.75 N/m
Melt surface angle from vertical: 11 deg
Meniscus height, wide-crystal formula: 6.97 mm
Meniscus height, integrated curve: 6.86 mm
Meniscus pull: 13.01 N
Meniscus pull / permitted force: 0.66 %
Young modulus: 130 GPa
Neck stiffness: 12.76 N/um
Sudden lift speed: 5.0 mm/s
Jerk force, rigid mount: 252.8 N
Jerk force / permitted force: 12.9 %
Neck temperature for heat loss: 1000 K
Emissivity: 0.6
Thermal conductivity: 30 W/(m K)
Thermal expansion: 4.0 1e-6/K
Poisson ratio: 0.28
Surface heat loss: 34.0 kW/m^2
Centre-to-surface temperature difference: 1.42 K
Thermal surface stress: 0.51 MPa
Peak stress with all effects: 132.2 MPa
Safety factor left: 1.51
Assumed hot-neck stress limit: 20 MPa
Mass limit while neck is hot: 20.0 kg
Body length at hot-neck limit: 122 mm
```
